# Tracking an excess proton with a continuous centre of excess charge: test program

```python
"""
Result under test: the continuous centre of excess charge (CEC)
    xi = sum_X q_X X,   q_X = sum_H p_HX - w,
    p_HX = exp(-d_HX/lam) / sum_Y exp(-d_HY/lam),
follows an excess proton through bond exchanges, whereas one labelled
hydrogen does not: D_label = D_hop/N_H, and on an infinite diamond network
a hydrogen starting on the excess host makes only G/w hops on average.
Symbols: X host positions, H hydrogen positions, w hydrogens per neutral
host, N_H number of hydrogens, a host spacing, b bond length, lam switching
length, G mean number of visits of a random walk to its starting site.
Lengths are in nm and times in ps unless a label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.special import gammaln

rng = np.random.default_rng(12345)
a, b, lam = 0.28, 0.10, 0.010


def minimum_image(d, box):
    return d - box * np.round(d / box)


def cec(H, X, w, box):
    """Excess coordination of each host and CEC from unwrapped positions."""
    d = minimum_image(H[:, None, :] - X[None, :, :], box)
    r = np.sqrt((d ** 2).sum(axis=2))
    p = np.exp(-(r - r.min(axis=1, keepdims=True)) / lam)
    p /= p.sum(axis=1, keepdims=True)
    xi = H.sum(axis=0) - w * X.sum(axis=0) - np.einsum('hx,hxc->c', p, d)
    return p.sum(axis=0) - w, xi


# ---------- atomic ring: build a wrapped trajectory with exchanges ----------
N = 7
L = N * a
box = np.array([L, 2.0])
X = np.column_stack([a * np.arange(N), np.zeros(N)])
H = np.vstack([X + [b, 0.0], X[0] + [0.0, b]])   # last one: extra hydrogen
H_start = H.copy()
forward = list(range(N))       # label of the hydrogen pointing to the next host
guest, host = N, 0
frames, hop_end = [H % box], [0]
n_hops = N * (N + 1)
n_aborted = 0
advance = np.linspace(0, 1, 41)[1:]
attempt = np.concatenate([np.linspace(0, 0.6, 25)[1:],
                          np.linspace(0.6, 0, 25)[1:]])
for hop in range(n_hops):
    mover = forward[host]
    origin = H[mover].copy()
    path = advance
    if hop % N == 0:           # one aborted transfer at the start of each lap
        path = np.concatenate([attempt, advance])
        n_aborted += 1
    for s in path:
        H[mover] = origin + [s * (a - 2 * b), 0.0]
        frames.append(H % box)
    new_centre = H[mover] + [b, 0.0]
    old_centre = H[guest] - [0.0, b]
    for s in np.linspace(0, 1, 21)[1:]:          # reorientation of both hosts
        t_new, t_old = np.pi * (1 - s / 2), np.pi / 2 * (1 - s)
        H[mover] = new_centre + b * np.array([np.cos(t_new), np.sin(t_new)])
        H[guest] = old_centre + b * np.array([np.cos(t_old), np.sin(t_old)])
        frames.append(H % box)
    forward[host], guest, host = guest, mover, (host + 1) % N
    hop_end.append(len(frames) - 1)

# ---------- tracker: sees only the wrapped frames ----------
U = frames[0].copy()
previous = frames[0]
track, unwrapped = [], []
raw_host, stable_host = 0, 0
raw_events, stable_events = 0, 0
form_difference = 0.0
for frame in frames:
    U = U + minimum_image(frame - previous, box)
    previous = frame
    q, xi = cec(U, X, 1, box)
    best = int(np.argmax(q))
    direct = X[best] + (q[:, None] * minimum_image(X - X[best], box)).sum(axis=0)
    form_difference = max(form_difference,
                          abs(minimum_image(xi - direct, box)[0]))
    if best != raw_host:
        raw_host, raw_events = best, raw_events + 1
    if best != stable_host and q[best] > 0.9:
        stable_host, stable_events = best, stable_events + 1
    track.append(xi)
    unwrapped.append(U.copy())
track = np.array(track)

leak = np.exp(-(a - 2 * b) / lam)
ring_shift = N * a * leak / (1 + leak)
assert abs(track[0, 0] - X[0, 0] - ring_shift) < 1e-7
assert form_difference < 1.2 * ring_shift        # the two forms differ by leakage
lap = hop_end[N]
lap_cec = track[lap, 0] - track[0, 0]
lap_label = np.linalg.norm(unwrapped[lap][N] - unwrapped[0][N])
assert abs(lap_cec - L) < 1e-8 and lap_label < a
all_cec = track[-1, 0] - track[0, 0]
all_labels = unwrapped[-1][:, 0] - unwrapped[0][:, 0]
assert abs(all_cec - (N + 1) * L) < 1e-8
assert np.allclose(all_labels, L, atol=1e-8)
assert stable_events == n_hops and raw_events > n_hops

# greatest slope, by finite difference with a proton at the middle of a link
h = 1e-5
Hp, Hm = H_start.copy(), H_start.copy()
Hp[0, 0], Hm[0, 0] = a / 2 + h, a / 2 - h
slope_fd = (cec(Hp, X, 1, box)[1][0] - cec(Hm, X, 1, box)[1][0]) / (2 * h)
slope = a / (2 * lam)
assert abs(slope_fd / slope - 1) < 1e-4
largest_step = np.abs(np.diff(track[:, 0])).max()
assert largest_step < 1.01 * slope * (a - 2 * b) / 40

# rigid translation moves the CEC once, although it moves every atom
shift = np.array([0.137, -0.052])
moved = cec(H_start + shift, X + shift, 1, box)[1] - cec(H_start, X, 1, box)[1]
assert np.allclose(moved, shift, atol=1e-10)

# ---------- visits to the origin on the diamond network ----------
def log_binomial(n, k):
    return gammaln(n + 1) - gammaln(k + 1) - gammaln(n - k + 1)


returns = []
for n in range(2001):
    k = np.arange(n + 1)
    returns.append(np.exp(2 * log_binomial(n, k) + log_binomial(2 * k, k)
                          + log_binomial(2 * (n - k), n - k)
                          - n * np.log(16)).sum())
partial = np.cumsum(returns)
# the tail of the sum falls as the inverse root of the number of terms
G = (np.sqrt(2) * partial[2000] - partial[1000]) / (np.sqrt(2) - 1)


def reciprocal_mean(M):
    e = np.exp(2j * np.pi * (np.arange(M) + 0.5) / M)
    f = (1 + e[:, None, None] + e[None, :, None] + e[None, None, :]) / 4
    return np.mean(1 / (1 - np.abs(f) ** 2))


G_integral = 2 * reciprocal_mean(64) - reciprocal_mean(32)
assert abs(G - G_integral) < 2e-3

# ---------- infinite network: hydrogen that starts on the excess host ----------
V = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)


def follow_label(w, walkers, steps):
    relative = np.zeros((walkers, 4), dtype=np.int16)   # excess minus label
    label = np.zeros((walkers, 4), dtype=np.int16)
    hops = np.zeros(walkers, dtype=int)
    rows = np.arange(walkers)
    for step in range(steps):
        sign = 1 if step % 2 == 0 else -1
        link = rng.integers(0, 4, walkers)
        together = ~relative.any(axis=1)
        chosen = together & (rng.random(walkers) < 1 / (w + 1))
        label[rows[chosen], link[chosen]] += sign
        hops[chosen] += 1
        other = ~chosen
        relative[rows[other], link[other]] += sign
    r2_label = ((label @ V) ** 2).sum(axis=1)
    r2_excess = (((label + relative) @ V) ** 2).sum(axis=1)
    return hops, r2_label, r2_excess


walkers, steps = 40000, 1000
simulated = {}
for w in (1, 2):
    hops, r2_label, r2_excess = follow_label(w, walkers, steps)
    expected = partial[steps // 2 - 1] / w       # visits within the finite run
    # five standard errors, plus a small allowance for delayed visits
    assert abs(hops.mean() - expected) < 5 * hops.std() / walkers ** 0.5 + 0.003
    assert abs(r2_label.mean() - expected) < (5 * r2_label.std()
                                              / walkers ** 0.5 + 0.003)
    assert abs(r2_excess.mean() / steps - 1) < 0.025
    never = np.mean(hops == 0)
    assert abs(never - 1 / (1 + G / w)) < 0.02
    simulated[w] = (hops.mean(), expected, r2_label.mean(),
                    r2_excess.mean(), never)

# ---------- periodic network in which every hydrogen keeps its label ----------
n = 3
cells = np.array([(i, j, k) for i in range(n) for j in range(n)
                  for k in range(n)])


def cell_index(c):
    c = c % n
    return (c[:, 0] * n + c[:, 1]) * n + c[:, 2]


offsets = np.vstack([np.zeros(3, dtype=int), np.eye(3, dtype=int)])
S = 2 * n ** 3
neighbour = np.zeros((S, 4), dtype=int)
for k in range(4):
    neighbour[:n ** 3, k] = n ** 3 + cell_index(cells - offsets[k])
    neighbour[n ** 3:, k] = cell_index(cells + offsets[k])
runs, torus_steps, N_torus = 2000, 1500, 2 * S + 1
slots = np.full((runs, S, 3), -1)
slots[:, :, :2] = np.arange(2 * S).reshape(S, 2)
slots[:, 0, 2] = 2 * S
displacement = np.zeros((runs, N_torus, 3))
where = np.zeros(runs, dtype=int)
rows = np.arange(runs)
for step in range(torus_steps):
    pick, link = rng.integers(0, 3, runs), rng.integers(0, 4, runs)
    hydrogen = slots[rows, where, pick]
    slots[rows, where, pick] = slots[rows, where, 2]
    slots[rows, where, 2] = -1
    displacement[rows, hydrogen] += V[link] * (1 if step % 2 == 0 else -1)
    where = neighbour[where, link]
    slots[rows, where, 2] = hydrogen
msd_one = (displacement ** 2).sum(axis=2).mean()
msd_all = (displacement.sum(axis=1) ** 2).sum(axis=1).mean()
assert abs(msd_one * N_torus / torus_steps - 1) < 0.015
assert abs(msd_all / torus_steps - 1) < 0.09

# ---------- orientation memory: the arriving hydrogen points back ----------
m_walkers, m_steps = 20000, 400
last = rng.integers(0, 4, m_walkers)
place = V[last].copy()
for step in range(1, m_steps):
    back = rng.random(m_walkers) < 1 / 3
    last = np.where(back, last, (last + rng.integers(1, 4, m_walkers)) % 4)
    place += V[last] * (1 if step % 2 == 0 else -1)
memory_simulated = (place ** 2).sum(axis=1).mean() / m_steps
mean_cosine = -1 / 3 + (2 / 3) * (1 / 3)
memory_factor = (1 + mean_cosine) / (1 - mean_cosine)
assert abs(memory_simulated - memory_factor) < 0.025

# ---------- worked example: acid in water touching a resist ----------
tau, w, T, acid = 1.5, 2, 298.0, 1.0e-3          # ps, -, K, mol/L
density, molar_mass, permittivity = 1000.0, 18.015, 78.0   # g/L, g/mol, -
D_vehicle = 2.3e-5                               # cm2/s, rough
to_cm2_s = 1e-2                                  # from nm2/ps
D_hop = a ** 2 / (6 * tau) * to_cm2_s
N_H = w * density / molar_mass / acid + 1
D_label_hop = D_hop / N_H
time = 1000.0
rms_cec = np.sqrt(6 * D_hop / to_cm2_s * time)
rms_label = a * np.sqrt(G / w)
rms_vehicle = np.sqrt(6 * D_vehicle / to_cm2_s * time)
kT = const.k * T
bjerrum = const.e ** 2 / (4 * np.pi * const.epsilon_0 * permittivity * kT) * 1e9
debye = np.sqrt(const.epsilon_0 * permittivity * kT
                / (2 * const.N_A * acid * 1e3 * const.e ** 2)) * 1e9
thermal_wave = const.h / np.sqrt(2 * np.pi * const.m_p * kT) * 1e9
barrier_wavenumber = 1000.0                      # cm^-1, rough
T_cross = const.h * const.c * barrier_wavenumber * 100 / (2 * np.pi * const.k)
short_link = 0.25
short_leak = np.exp(-(short_link - 2 * b) / lam)

print(f"Host spacing a = {a:.2f} nm; bond b = {b:.2f} nm; lambda = {lam:.3f} nm")
print(f"Ring: hosts = {N}, hydrogens = {N + 1}, length L = {L:.2f} nm")
print(f"Leak weight per resting hydrogen bond = {leak:.3e}")
print(f"Leak shift of CEC on ring = {ring_shift:.2e} nm")
print(f"Largest difference of the two CEC forms = {form_difference:.2e} nm")
print(f"Greatest slope dxi/du: formula {slope:.3f}, numerical {slope_fd:.3f}")
print(f"Largest CEC step between frames = {largest_step:.4f} nm")
print(f"One lap: CEC moves {lap_cec:.3f} nm; extra H moves {lap_label:.3f} nm")
print(f"{N + 1} laps: CEC moves {all_cec:.2f} nm; each H {all_labels[0]:.2f} nm")
print(f"Completed transfers = {n_hops}; aborted transfers = {n_aborted}")
print(f"Events: largest-q rule {raw_events}; q > 0.9 rule {stable_events}")
print(f"Visits to origin G: series {G:.5f}, integral {G_integral:.5f}")
print(f"Return probability R = {1 - 1 / G:.4f}")
print(f"Infinite network: {walkers} walkers, {steps} transfers each")
for ww in (1, 2):
    s = simulated[ww]
    print(f"w={ww}: labelled hops {s[0]:.3f}, finite-run theory {s[1]:.3f}")
    print(f"w={ww}: infinite-time labelled hops G/w = {G / ww:.4f}")
    print(f"w={ww}: MSD/a^2 of label {s[2]:.3f}, of excess {s[3]:.1f}")
    print(f"w={ww}: never hops {s[4]:.4f}, theory {1 / (1 + G / ww):.4f}")
print(f"Periodic network: hosts = {S}, hydrogens = {N_torus}, "
      f"transfers = {torus_steps}")
print(f"Mean MSD/a^2 per H = {msd_one:.3f}, "
      f"theory {torus_steps / N_torus:.3f}")
print(f"MSD/a^2 of summed H displacement = {msd_all:.1f}")
print(f"Example: hop time {tau:.1f} ps, w = {w}, T = {T:.0f} K, "
      f"acid {acid * 1e3:.1f} mmol/L")
print(f"D_hop of CEC = {D_hop:.3e} cm2/s = {D_hop / to_cm2_s:.3e} nm2/ps")
print(f"Hydrogens per excess proton N_H = {N_H:.3e}")
print(f"D_label from hopping = {D_label_hop:.2e} cm2/s")
print(f"Elapsed time = {time / 1000:.1f} ns = {time / tau:.0f} hop times")
print(f"CEC rms displacement by hopping = {rms_cec:.2f} nm")
print(f"Labelled H plateau rms by hopping = {rms_label:.3f} nm")
print(f"Time scale N_H*tau limiting the plateau = {N_H * tau * 1e-6:.3f} us")
print(f"Neglected: vehicle D (rough input) = {D_vehicle:.1e} cm2/s")
print(f"Vehicle rms displacement in same time = {rms_vehicle:.2f} nm")
print(f"Vehicle D / D_hop = {D_vehicle / D_hop:.2f}")
print(f"(D_hop + vehicle D) / (D_label + vehicle D) = "
      f"{(D_hop + D_vehicle) / (D_label_hop + D_vehicle):.2f}")
print(f"Orientation memory factor on D_hop: theory {memory_factor:.3f}, "
      f"simulated {memory_simulated:.3f}")
print(f"Relative permittivity {permittivity:.0f}: Bjerrum length "
      f"{bjerrum:.2f} nm, Debye length {debye:.2f} nm")
print(f"Proton thermal wavelength = {thermal_wave:.3f} nm; "
      f"transfer distance = {a - 2 * b:.3f} nm")
print(f"Tunnelling crossover at {barrier_wavenumber:.0f} cm^-1 (rough) = "
      f"{T_cross:.0f} K")
print(f"Leak weight for a short {short_link:.2f} nm link = {short_leak:.2e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Host spacing a = 0.28 nm; bond b = 0.10 nm; lambda = 0.010 nm
Ring: hosts = 7, hydrogens = 8, length L = 1.96 nm
Leak weight per resting hydrogen bond = 3.355e-04
Leak shift of CEC on ring = 6.57e-04 nm
Largest difference of the two CEC forms = 6.57e-04 nm
Greatest slope dxi/du: formula 14.000, numerical 14.000
Largest CEC step between frames = 0.0276 nm
One lap: CEC moves 1.960 nm; extra H moves 0.141 nm
8 laps: CEC moves 15.68 nm; each H 1.96 nm
Completed transfers = 56; aborted transfers = 8
Events: largest-q rule 72; q > 0.9 rule 56
Visits to origin G: series 1.79287, integral 1.79288
Return probability R = 0.4422
Infinite network: 40000 walkers, 1000 transfers each
w=1: labelled hops 1.747, finite-run theory 1.761
w=1: infinite-time labelled hops G/w = 1.7929
w=1: MSD/a^2 of label 1.727, of excess 995.1
w=1: never hops 0.3674, theory 0.3581
w=2: labelled hops 0.880, finite-run theory 0.880
w=2: infinite-time labelled hops G/w = 0.8964
w=2: MSD/a^2 of label 0.879, of excess 998.0
w=2: never hops 0.5325, theory 0.5273
Periodic network: hosts = 54, hydrogens = 109, transfers = 1500
Mean MSD/a^2 per H = 13.721, theory 13.761
MSD/a^2 of summed H displacement = 1521.1
Example: hop time 1.5 ps, w = 2, T = 298 K, acid 1.0 mmol/L
D_hop of CEC = 8.711e-05 cm2/s = 8.711e-03 nm2/ps
Hydrogens per excess proton N_H = 1.110e+05
D_label from hopping = 7.85e-10 cm2/s
Elapsed time = 1.0 ns = 667 hop times
CEC rms displacement by hopping = 7.23 nm
Labelled H plateau rms by hopping = 0.265 nm
Time scale N_H*tau limiting the plateau = 0.167 us
Neglected: vehicle D (rough input) = 2.3e-05 cm2/s
Vehicle rms displacement in same time = 3.71 nm
Vehicle D / D_hop = 0.26
(D_hop + vehicle D) / (D_label + vehicle D) = 4.79
Orientation memory factor on D_hop: theory 0.800, simulated 0.801
Relative permittivity 78: Bjerrum length 0.72 nm, Debye length 9.59 nm
Proton thermal wavelength = 0.101 nm; transfer distance = 0.080 nm
Tunnelling crossover at 1000 cm^-1 (rough) = 229 K
Leak weight for a short 0.25 nm link = 6.74e-03
ALL CHECKS PASSED
```
